# Attachment length of a step with altered nearby diffusivity, and step bunching

A vicinal crystal surface is a staircase of terraces separated by atomic steps. Adatoms diffuse on the terraces and join or leave the crystal at the steps. The surface structure near a step may differ from that of the open terrace, and the diffusivity with it. This problem replaces the altered zone by a boundary condition on a uniform terrace, then asks when a current-induced force makes the steps bunch.

The steps are straight and the problem is one-dimensional, with $+x$ pointing down the stairs. The adatom coverage is $c(x)$ and $J$ is the adatom flux along $+x$. The diffusivity is $D_s$ within $s/2$ of a step and $D_t$ elsewhere; write $R=D_t/D_s$. Steps move slowly enough for the coverage to be quasi-static. Until part (b) says otherwise, the equilibrium coverage $c_{eq}$ is the same in both regions, and the step reaction is fast enough to hold $c=c_{eq}$ at the step.

## (a) The effective boundary condition

**A step lies at $x=0$. Without force, deposition or desorption, extrapolate the terrace profile on its right back to the step, and call the extrapolated value $C$. Find the length $d$ in $C-c_{eq}=d\,c_t'$, where $c_t'$ is the terrace gradient. What values can $d$ take?**

Without sources the steady flux is uniform, so each region has a linear profile:
$$c_s(x)=c_{eq}+c_s'x,\qquad c_t(x)=C+c_t'x .$$
The flux $J=-Dc'$ is the same on both sides of $x=s/2$. Hence $D_sc_s'=D_tc_t'$, or $c_s'=Rc_t'$. The coverage is continuous there as well:
$$c_{eq}+R\,c_t'\frac s2=C+c_t'\frac s2 .$$
Solving for the jump gives
$$C-c_{eq}=\frac s2(R-1)c_t',\qquad d=\frac s2\left(\frac{D_t}{D_s}-1\right).$$
To the left of a step the same result holds with the gradient taken away from the step.

Slow near-step diffusion gives $d>0$: the zone is an extra resistance, equal to that of a length $d$ of terrace. Fast near-step diffusion gives $d<0$: the zone resists less than the terrace strip it replaces, and the excess must be subtracted. When adatoms flow into the step, $c_t'>0$ and the extrapolated coverage then lies below $c_{eq}$. The actual coverage at the step is still $c_{eq}$.

Since $R>0$, we have $d>-s/2$. The bound is approached as $D_s\to\infty$, when the whole zone is held at $c_{eq}$ and the terrace effectively begins at its edge. In the conventional form $D_tc_t'=k(C-c_{eq})$, the coefficient $k=D_t/d$ is negative for $d<0$. It describes an extrapolated profile, not a negative microscopic reaction rate.

## (b) Unequal coverages and a finite reaction rate

**Let the near-step equilibrium coverage be $\gamma$ times the terrace value $c_{eq}$. Is $D_s>D_t$ still enough for $d<0$? Then set $\gamma=1$ and let an impermeable step exchange atoms with each side at a finite rate $k_0$. What changes?**

With different binding energies, the chemical potential is continuous rather than the coverage. For a dilute adatom gas this means that $u=c/c_{loc}$ is continuous, where $c_{loc}$ is the local equilibrium coverage. The flux is $J=-Dc_{loc}u'$, so its continuity reads
$$D_s\gamma c_{eq}u_s'=D_tc_{eq}u_t' .$$
This is the condition of part (a) with $D_s$ replaced by $\gamma D_s$, and $u=1$ at the step. Therefore
$$d=\frac s2\left(\frac{D_t}{\gamma D_s}-1\right).$$
A negative length needs $\gamma D_s>D_t$. If diffusion is twice as fast near the step but $\gamma=1/4$, then $D_t/(\gamma D_s)=2$ and $d=+s/2$. A lattice hopping calculation with these ratios and $s=2$ nm also gives $d=+1$ nm.

For a finite reaction rate, the flux into the step from the right is $k_0[c(0)-c_{eq}]=D_tc_t'$. The jump across the zone is still $C-c(0)=(s/2)(R-1)c_t'$. Adding the two jumps gives
$$d_{tot}=\frac{D_t}{k_0}+\frac s2(R-1).$$
For $R<1$ this is negative if
$$k_0>\frac{D_t}{(s/2)(1-R)} .$$
A slower reaction hides the effect of fast diffusion. From here on, $\gamma=1$ and the reaction is fast.

## (c) Force and sources inside the zone

**An adatom feels a force equal to $k_BT f$ along $+x$, so $J=-D(c'-fc)$. How does the boundary law change? Separately, for $f=0$, what does a uniform net supply $F$ of adatoms per area and time do?**

With constant $J$, the equation $c'-fc=-J/D_i$ has the solution
$$c_i=\frac{J}{fD_i}+B_ie^{fx}$$
in region $i$. Let the zone edge be at $X$, with $X=s/2$ on the right of the step and $X=-s/2$ on the left. The step condition is $c_{eq}=J/(fD_s)+B_s$. Continuity at $X$ gives
$$B_t-B_s=\frac Jf\left(\frac1{D_s}-\frac1{D_t}\right)e^{-fX}.$$
The extrapolated value is $C=J/(fD_t)+B_t$. Subtracting $c_{eq}$,
$$C-c_{eq}=-\frac Jf\left(\frac1{D_s}-\frac1{D_t}\right)(1-e^{-fX})
=-\frac{J}{D_t}(R-1)\frac{1-e^{-fX}}f .$$
For $|fX|\ll1$ the last fraction becomes $X$, and the length of part (a) returns. It now multiplies the full flux, including drift, rather than the coverage gradient alone. The leading relative correction to $d$ has size $|f|s/4$.

For the source problem, conservation gives $J(x)=J_0+Fx$. Integrating $c'=-J/D$ on the right of the step,
$$c_s=c_{eq}-\frac{J_0x+Fx^2/2}{D_s},\qquad c_t=C-\frac{J_0x+Fx^2/2}{D_t}.$$
Equating them at $x=s/2$,
$$C-c_{eq}=-\frac s2(R-1)\frac{J_0+Fs/4}{D_t}=d\,c_t'(s/4).$$
The length is unchanged, but the gradient is the one at $x=s/4$, midway between the step and the zone edge, not the one at the step. The simple law thus requires $|F|s/4$ to be small compared with $|J_0|$.

## (d) Drift flux on a terrace

**A terrace of width $l>s$ lies between two steps at coverage $c_{eq}$. Find $J$ and $J'=dJ/dl$ for weak drift, $|f|l\ll1$, without sources.**

Divide the flux equation by $D$ and integrate from step to step:
$$J\int_0^l\frac{dx}{D}=c(0)-c(l)+\int_0^l fc\,dx .$$
The end coverages cancel. Drift changes $c$ from $c_{eq}$ only at first order in $f$, so to leading order the last integral is $fc_{eq}l$. The resistance integral is
$$\int_0^l\frac{dx}{D}=\frac s{D_s}+\frac{l-s}{D_t}=\frac{l+s(R-1)}{D_t}=\frac{l+2d}{D_t}.$$
Consequently
$$J=\frac{D_tc_{eq}f\,l}{l+2d}.$$
Differentiating the quotient gives $(l+2d)-l=2d$ in the numerator:
$$J'=\frac{2d\,D_tc_{eq}f}{(l+2d)^2}.$$
The denominator is safe for negative $d$, because $l+2d=(l-s)+sR>0$.

For $d=0$ the flux does not depend on width. For $l\le s$ the two zones cover the whole terrace, $J=D_sc_{eq}f$, and again $J'=0$. The width dependence found here therefore stops once terraces are narrower than $s$.

## (e) Which force direction favours bunching?

**Step $n$ is at $x_n$, and terrace $n$ has width $l_n=x_{n+1}-x_n$. Each atom occupies area $\Omega$ in a crystal layer. Ignoring step interactions, find the growth rate of a small width modulation.**

The terrace to the left of a step is the upper one, so attached atoms move the step toward $+x$. Step $n$ receives $J_{n-1}$ and loses $J_n$:
$$\dot x_n=\Omega(J_{n-1}-J_n).$$
A moving step also sweeps up adatoms ahead and leaves adatoms behind. Both coverages equal $c_{eq}$, so these terms cancel. Subtracting neighbouring step velocities,
$$\dot l_n=\Omega(2J_n-J_{n+1}-J_{n-1}).$$
Set $l_n=l+\delta_n$ with $\delta_n\propto e^{in\phi}$. Then $\delta J_n=J'\delta_n$, and
$$\dot\delta_n=\Omega\Lambda J'\delta_n,\qquad \Lambda=2(1-\cos\phi)\ge0 .$$
Growth requires $J'>0$, hence $fd>0$. A positive length needs a downhill force, and a negative length needs an uphill force.

For $d<0$ and an uphill force, $J$ is negative. A wider terrace has a smaller fraction of fast zone and carries less uphill flux, so its $J$ becomes less negative. The step at its upper end then retreats and the one at its lower end advances, which widens it further.

## (f) Competition with step repulsion

**Add a repulsion energy $G/l_n^2$ per unit step length for each terrace. Find the new growth rate and its maximum.**

Moving a length $L$ of step $n$ by $dx_n$ adds $L\,dx_n/\Omega$ atoms. The energy cost per added atom is therefore
$$\mu_n=\Omega\frac{\partial}{\partial x_n}\left(\frac G{l_n^2}+\frac G{l_{n-1}^2}\right)
=2G\Omega\left(\frac1{l_n^3}-\frac1{l_{n-1}^3}\right).$$
The signs follow from $\partial l_n/\partial x_n=-1$ and $\partial l_{n-1}/\partial x_n=+1$. To first order,
$$\mu_n=-\frac{6G\Omega}{l^4}(\delta_n-\delta_{n-1}).$$
The coverage at step $n$ becomes $c_{eq}(1+\mu_n/k_BT)$. The end coverages in part (d) no longer cancel, and they add the flux
$$-\frac{D_tc_{eq}}{k_BT(l+2d)}(\mu_{n+1}-\mu_n)
=\kappa(\delta_{n+1}-2\delta_n+\delta_{n-1})=-\kappa\Lambda\delta_n,$$
$$\kappa=\frac{6G\Omega D_tc_{eq}}{k_BT\,l^4(l+2d)} .$$
The growth rate is now
$$\sigma=\Omega\Lambda(J'-\kappa\Lambda).$$
Repulsion stabilizes short wavelengths most strongly. If $J'>0$, setting $d\sigma/d\Lambda=0$ gives
$$\Lambda_*=\frac{J'}{2\kappa},\qquad \sigma_*=\frac{\Omega J'^2}{4\kappa},$$
provided $\Lambda_*\le4$, the largest value $\Lambda$ can take. Modes with $\Lambda<J'/\kappa$ grow.

## (g) Numbers for a wafer heated by direct current

**Take $T=1200$ K, a field of 5 V/cm, an effective adatom charge of magnitude $0.1e$, $D_t=10^{10}$ nm²/s, $c_{eq}=0.1$ nm⁻², $\Omega=0.1$ nm², $G=0.05$ eV nm, $l=50$ nm and $s=2$ nm. Evaluate the onset for $D_s=5D_t$ with an uphill force. Compare $D_s=D_t/5$ with a downhill force, all other inputs held fixed.**

The force is $0.1\times5$ eV/cm $=5\times10^{-8}$ eV/nm. Dividing by $k_BT=0.1034$ eV gives $|f|=4.835\times10^{-7}$ nm⁻¹.

For the fast zone, $d=(1\text{ nm})(0.2-1)=-0.8$ nm and $l+2d=48.4$ nm. With $D_tc_{eq}=10^9$ s⁻¹,
$$J=-\frac{10^9(4.835\times10^{-7})(50)}{48.4}\approx-500\ \text{nm}^{-1}\text{s}^{-1},$$
$$J'=\frac{2(-0.8)\,10^9(-4.835\times10^{-7})}{48.4^2}\approx0.330\ \text{nm}^{-2}\text{s}^{-1}.$$
The repulsion coefficient is
$$\kappa=\frac{6(0.05)(0.1)10^9}{0.1034(50)^4(48.4)}\approx0.959\ \text{nm}^{-2}\text{s}^{-1}.$$
Hence $\Lambda_*=0.330/(2\times0.959)\approx0.172$. The corresponding period, $2\pi/\arccos(1-\Lambda_*/2)$, is about 15 steps, or 750 nm. Periods shorter than about 10.6 steps decay. The largest growth rate is
$$\sigma_*=\frac{0.1(0.330)^2}{4(0.959)}\approx2.8\times10^{-3}\ \text{s}^{-1},$$
an e-folding time of about 350 s.

These rates were tested on a ring of 30 steps, with the discretized drift-diffusion equation solved on each terrace. The best growth rate was $0.002843$ s⁻¹, in agreement with $\sigma_*$. With the force reversed to downhill, the least damped non-uniform mode had the rate $-0.001627$ s⁻¹, so all such modes decayed.

For the slow zone, $d=+4$ nm and $J'\approx1.15$ nm⁻² s⁻¹. The fastest period is about 7.2 steps and the growth time about 24 s. The same ratio of five between diffusivities thus gives very different times. The reason is that $d\propto R-1$ is not symmetric under $R\to1/R$: its magnitude is 4 nm for the slow zone but only 0.8 nm for the fast one, and $\sigma_*=\Omega J'^2/(4\kappa)\propto d^2/(l+2d)^3$, so the rates differ by $25\,(48.4/58)^3\approx14.5$. The numerical output lists both cases.

## (h) How far can the result be trusted?

**Which neglected effects matter for these numbers, and how does the model compare with a real wafer?**

Weak drift is well satisfied: $|f|l=2.4\times10^{-5}$. So is quasi-static diffusion, since $\sigma_*l^2/D_t\approx7\times10^{-10}$.

For an adatom lifetime $\tau=10$ s, the source correction $|F|s/4$ of part (c), here $c_{eq}s/(4\tau)$, is about $10^{-5}$ of the drift flux $D_tc_{eq}|f|$. Sublimation also makes step $n$ retreat at $\Omega c_{eq}(l_n+l_{n-1})/(2\tau)$, about 0.05 nm/s here. Its perturbation is proportional to $x_{n+1}-x_{n-1}$, which contributes $2i\sin\phi$ times the step displacement. To this order it shifts the phase of a modulation without changing its growth.

A different force near the step matters more. Let it be $q$ times the terrace force. The drift integral in part (d) becomes $fc_{eq}[l+s(q-1)]$, and differentiation replaces $2d$ in the numerator of $J'$ by
$$2d-s(q-1)=s(R-q).$$
For $q=1.1$ and $R=0.2$, $J'$ rises by 12.5%, and $\sigma_*\propto J'^2$ by about 27%. The sign of $d$ alone fixes the bunching direction when $q=1$; for other $q$, still with $\gamma=1$ and a fast reaction, the sign of $f(R-q)$ does.

The range of the repulsion matters as well. Part (f) couples only neighbouring steps, whereas an elastic $1/l^2$ repulsion acts between all pairs. Summing over pairs replaces $\kappa\Lambda$ inside the bracket of $\sigma$ by $\kappa\sum_{m\ge1}2(1-\cos m\phi)/m^4$, which approaches $(\pi^2/6)\,\kappa\Lambda$ at long wavelength. With the same $G$, the fast-zone onset moves to about 18 steps and 520 s, and the slow-zone onset to about 8 steps and 32 s. The bunching direction is unchanged.

The inputs are round illustrative values, not data for a particular material, so the times in part (g) are not predictions for a given wafer. For a real vicinal wafer heated by direct current, the effective charge and the product $D_tc_{eq}$ are uncertain. At fixed $l$, $s$, $R$, $G$, $\Omega$ and $T$, the rate $\sigma_*$ scales as $D_tc_{eq}f^2$. Halving the charge therefore lengthens the growth time fourfold, from about 6 to 23 minutes. A real wafer may also break the assumption of equal forces, with the effect just estimated for a 10% difference. The fast step reaction is a demanding assumption too. For impermeable steps, part (b) gives a negative total length only if $k_0>1.25\times10^{10}$ nm/s, which means $D_t/k_0<0.8$ nm. Passing this threshold does not restore the times of part (g): for $D_t/k_0=0.3$ nm, $d_{tot}=-0.5$ nm and the growth time is about 930 s. With a slower reaction at such steps the total length is positive, and for equal forces bunching then needs a downhill force. If adatoms can also cross a step without joining it, with a flux $p$ times the coverage difference between its two sides, the threshold applies to $k_0+2p$ instead of $k_0$. An uphill force can then cause bunching at a smaller $k_0$, provided $k_0+2p>1.25\times10^{10}$ nm/s. The steps of a real wafer can also meander, and large bunches interact nonlinearly; the present rates describe only the onset for straight steps.

Temperature enters through $R$ too. If the two diffusivities have equal prefactors, $D_s=5D_t$ at 1200 K implies a barrier lower by 0.166 eV near the step. Then $d$ is $-0.83$ nm at 1100 K and $-0.77$ nm at 1300 K. With equal prefactors and a fixed barrier difference, $R$ cannot cross 1, so with $\gamma=1$ and a fast step reaction, heating alone does not reverse the sign of $d$. A reversal then requires something else to change, such as the surface structure near the step. If the reaction is not fast, $k_0$ also varies with temperature, and the sign of $d_{tot}$ can change on heating. With unequal prefactors, $R$ can cross 1 on heating if the region with the lower barrier also has the smaller prefactor.

## Calculated quantities

```
INPUTS (round model values)
temperature: 1200 K
thermal energy kT: 0.1034 eV
field: 5 V/cm
effective charge: 0.1 e
|f| = force/kT: 4.835e-07 1/nm
terrace diffusivity Dt: 1e+10 nm^2/s
adatom coverage c: 0.1 1/nm^2
area per atom Omega: 0.1 nm^2
repulsion G: 0.05 eV nm
near-zone full width s: 2 nm
terrace width l: 50 nm
adatom lifetime tau: 10 s
FAST ZONE, FORCE UPHILL
Dt/Ds: 0.2
attachment length d: -0.8 nm
l + 2d: 48.4 nm
flux J: -499.5 1/(nm s)
flux slope J': 0.3303 1/(nm^2 s)
repulsion kappa: 0.9591 1/(nm^2 s)
fastest-mode Lambda: 0.1722
fastest-mode period: 15.03 steps
shortest unstable period: 10.55 steps
maximum growth rate: 0.002843 1/s
growth time: 351.7 s
best rate in 30-step ring: 0.002843 1/s
same ring, force downhill: -0.001627 1/s
SLOW ZONE, FORCE DOWNHILL
Dt/Ds: 5
attachment length d: 4 nm
flux slope J': 1.15 1/(nm^2 s)
fastest-mode period: 7.179 steps
growth time: 24.21 s
same zone, force uphill, best rate: -0.005178 1/s
LIMITS AND NEGLECTED EFFECTS (fast zone)
least k0 for negative d: 1.25e+10 nm/s
d for Ds=2Dt, gamma=0.25 (lattice): 1 nm
drift across half zone |f|s/2: 4.835e-07
drift across terrace |f|l: 2.418e-05
retardation rate*l^2/Dt: 7.108e-10
sublimation length sqrt(Dt tau): 3.162e+05 nm
zone sublimation/drift flux: 1.034e-05
sublimation effect on J', estimate: 7.812e-07
step speed by sublimation: 0.05 nm/s
step-motion/electric drift: 1.034e-05
adatom area fraction Omega*c: 0.01
J' change, near force +10%: 12.5 %
barrier gap, equal prefactors: 0.1664 eV
d at 1100 K: -0.8272 nm
d at 1300 K: -0.7736 nm
```
